Why E(N) curvature suppresses or exaggerates polaron self-trapping

**Symmetry and dimensions**

Place one extra electron on a long chain of identical sites. It gains energy by hopping, with amplitude t > 0, and by distorting the lattice around itself. If the lattice is slow and classical, and responds locally and linearly to the mean density, its relaxation energy is quadratic in the site density n_i. Translation symmetry gives every site the same coefficient, so this energy is −(S/2) Σ n_i², with S a positive energy.

Now let an approximate density functional make the electron act on itself. If the error is local and can be expanded in powers of the site density, the lowest term that bends the energy as a function of electron number is also quadratic, and by the same symmetry it is (c/2) Σ n_i². This form is the assumption of the model; real local functionals also contain non-analytic terms, such as exchange going as n^{4/3}. The two terms have the same form, so self-trapping can depend only on their sum, through

S_eff = S − c.

Two energies, t and S_eff, remain. The binding energy on an infinite chain must therefore be

E_b = t F(S_eff/t),

where F is dimensionless. Positive c works against the lattice and negative c assists it. It remains to show that the sign of c is the sign of the curvature of E(N), to find F in its limits, and to determine c from calculated energies.

**The model**

The Holstein chain is closed into a ring of M sites. The nuclei are classical, with displacements x_i, and the carrier is spinless. Because t > 0, the lowest orbital can be taken real and non-negative: replacing ψ_i by |ψ_i| never raises the hopping energy. For one electron, n_i = ψ_i², Σ ψ_i² = 1, and

E = −2t Σ ψ_i ψ_{i+1} + Σ (K x_i²/2 − g x_i n_i) + (c/2) Σ n_i².

The reference is c = 0, an electron that does not act on itself. A further term proportional to Σ n_i = N would shift all states of given N equally and would not affect binding.

**What c does to E(N) at fixed nuclei**

Let the electron number N run from 0 to 1, with n_i = N ψ_i². Hold the nuclei fixed and drop the constant elastic energy, so that E(0) = 0. Then E(N) is the minimum, over densities that sum to N, of

−2t Σ √(n_i n_{i+1}) − g Σ x_i n_i + (c/2) Σ n_i².

For two densities n and m, the Cauchy-Schwarz inequality gives

√((n_i + m_i)(n_{i+1} + m_{i+1})) ≥ √(n_i n_{i+1}) + √(m_i m_{i+1}).

The square root also scales linearly when both of its densities are scaled together. The hopping energy of a weighted average of two densities is therefore no higher than the weighted average of their hopping energies: it is convex. The lattice term is linear, and for c > 0 the last term is strictly convex. Averaging the minimizing densities for two electron numbers gives a permitted density for the averaged number, and minimization can only lower its energy. Hence E(N) is strictly convex for c > 0.

For c < 0, write h[ψ] for the hopping plus lattice energy of a normalized orbital, and P[ψ] = Σ ψ_i⁴. Then

E(N) = min over ψ of { N h[ψ] − |c| N² P[ψ]/2 }.

For each fixed orbital the bracket is a strictly concave function of N, and a minimum over concave functions is concave. For c = 0 the result is a straight line, E(N) = N ε(0), where ε(0) is the lowest level of the empty chain at these nuclei.

The slope has a direct meaning. Minimizing at fixed N gives an eigenvalue equation in which site i carries the potential −g x_i + c N ψ_i². Multiplying by ψ_i and summing gives

ε(N) = h[ψ] + c N P[ψ].

This is also dE/dN where the minimizing orbital is unique, because the change of the orbital does not contribute at first order. In a convex functional the level rises as it fills; in a concave one it sinks.

**Why curvature moves charge**

Consider two identical, distant potential wells made by frozen nuclei. One electron can occupy one well, at energy E(1), or be shared equally, at energy 2E(1/2). Since E(0) = 0, strict convexity gives E(1/2) < E(1)/2, so sharing wins. Strict concavity reverses the inequality. A straight line makes the two energies equal.

The numerical example uses round model parameters: M = 60, t = 0.5 eV, K = 8 eV/Å² and g = 4 eV/Å. At the nuclei of the correct polaron, c = 1.5 eV gives 2E(1/2) = −1.737 eV against E(1) = −1.550 eV. Splitting the electron lowers the energy by 0.187 eV. For c = −2.5 eV the values are −2.486 and −3.057 eV, so splitting costs 0.572 eV (from the unrounded energies). Both preferences are spurious, since at c = 0 both energies are −1.979 eV.

**What lattice relaxation adds**

Now release the nuclei at N = 1. Setting the derivative with respect to x_i to zero gives K x_i − g n_i = 0, so x_i = g n_i/K. Substitution gives, per site,

K x_i²/2 − g x_i n_i = g² n_i²/(2K) − g² n_i²/K = −(g²/2K) n_i².

Thus S = g²/K, which is 16/8 = 2 eV here, and

E = −2t Σ ψ_i ψ_{i+1} − (S_eff/2) Σ ψ_i⁴.

The mechanism is visible in the potential felt by the electron,

−g x_i + c n_i = −(S − c) n_i.

The lattice digs a well where the electron sits. For 0 < c < S, self-repulsion partly fills this well; for c ≥ S no well remains. A concave functional deepens it with self-attraction.

Two curvatures must be kept apart. With the nuclei relaxed at each N, the correct energy is a minimum over lattice geometries of straight lines in N, plus their elastic energies. It is therefore concave, and this concavity is the physical drive to self-trapping. The curvature to be removed is the one at fixed nuclei.

**How large: the limits of F**

*No trapping, S_eff ≤ 0.* From 2ψ_i ψ_{i+1} ≤ ψ_i² + ψ_{i+1}², the hopping energy is at least −2t. Also Σ ψ_i⁴ ≥ 1/M. The uniform state attains both bounds, and for S_eff ≤ 0 both terms favour it. A convex error with c ≥ S therefore abolishes the polaron. Binding is measured here from the band bottom of the infinite chain, E_b = −2t − E_min. At c = 2.5 eV the 60-site ring gives −0.5/(2 × 60) = −0.004 eV, a finite-ring remainder that vanishes as M grows.

*Broad polaron, 0 < S_eff ≪ t.* The identity

−2t Σ ψ_i ψ_{i+1} = −2t + t Σ (ψ_{i+1} − ψ_i)²

allows a slowly varying orbital to be treated as a function of continuous position y, in units of the site spacing:

E + 2t = t ∫ (ψ′)² dy − (S_eff/2) ∫ ψ⁴ dy.

Minimization with normalization gives −tψ″ − S_eff ψ³ = μψ. Try ψ = √(κ/2) sech(κy), which is normalized and satisfies ψ″ = κ²ψ − 4κψ³. The cubic terms cancel if 4tκ = S_eff. The integrals are ∫(ψ′)² dy = κ²/3 and ∫ψ⁴ dy = κ/3, so

E + 2t = tκ²/3 − (4tκ)(κ/6) = −tκ²/3,

E_b = S_eff²/(48t), width 1/P = 3/κ = 12t/S_eff.

At c = 1.5 eV, S_eff = 0.5 eV. The formulas give 0.25/24 = 0.0104 eV and 12 sites; the full chain gives 0.0105 eV and 11.8 sites. The correct polaron has 0.259 eV and 1.39 sites. Convexity has reduced the binding by a factor of about 25 and spread the carrier over more than eight times as many sites.

*Small polaron, S_eff ≫ t.* Put amplitude a on each neighbour of the central site, so the central density is 1 − 2a². To second order in small quantities,

E ≈ −4ta − (S_eff/2)(1 − 4a²) = −S_eff/2 − 4ta + 2S_eff a².

The minimum is at a = t/S_eff, which gives

E_b ≈ S_eff/2 + 2t²/S_eff − 2t.

At c = −2.5 eV, S_eff = 4.5 eV and the estimate is 2.25 + 0.11 − 1 = 1.36 eV, in agreement with the computed 1.362 eV. This is more than five times the correct binding.

Between the limits, only the explicit dependence on c contributes to the first derivative of a minimized energy:

dE_b/dc = −P/2.

Localized states are therefore the most sensitive. Moreover, E_b is a maximum over orbitals of functions linear in c, so it is a convex function of c. Starting from c = 0, a concave error thus raises the binding by at least as much as a convex error of equal size lowers it.

The geometry can hide the size of the error. The central displacement is g n_0/K, where n_0 ≤ 1 is the central density, so it cannot exceed g/K = 0.5 Å. Going from c = 0 to −2.5 eV changes it only from 0.42 to 0.49 Å, while the binding rises from 0.259 to 1.362 eV. A plausible distortion is no evidence for a plausible trapping energy.

*No lattice coupling.* If g = 0, the correct electron cannot self-trap. Yet c = −2.5 eV leaves S_eff = 2.5 eV, and the functional binds the electron by 0.454 eV with 91% of its density on one site and no lattice distortion. This polaron is made wholly by the functional.

*Three dimensions.* For a state of linear size ℓ, the hopping cost scales as t/ℓ² and the gain as S_eff/ℓ³. The cost wins once ℓ exceeds a length of order S_eff/t. Since ℓ cannot be smaller than one site, by this estimate an S_eff small compared with t binds no state of any size. The threshold is in fact well above t. On a simple cubic lattice the small-polaron expansion with six neighbours gives E ≈ −S_eff/2 − 6t²/S_eff, which falls below the band bottom −6t only for S_eff above about 11t, so the chain's S = 4t would bind nothing there. Convexity can then remove the polaron even before c reaches S, whereas the infinite one-dimensional chain retains a weakly bound one.

**Where the two signs come from**

Let J be the bare self-repulsion on a site, and let an adjustable correction of strength λ subtract part of it. The other electrons respond through polarization variables s_i. The electronic terms are

(J − λ)/2 Σ n_i² + Σ [s_i²/(2W) − s_i n_i].

Minimization gives s_i = W n_i, and the bracket becomes W n_i²/2 − W n_i² = −W n_i²/2. Therefore

c = J − λ − W.

With J = 4 eV and W = 2.5 eV, the uncorrected functional has c = 1.5 eV. This is the semilocal type of error: self-repulsion exceeds the relaxation that screens it. Setting λ = J removes all self-repulsion but keeps the relaxation, leaving c = −2.5 eV. This is the Hartree-Fock type of error.

The relaxation is itself wrong for fractional density in this mean-field form. If fast electronic polarization follows the carrier from site to site, its energy is −W/2 times the probability of finding the carrier on a site. Summed over sites this is −WN/2, which is linear in N. The model assumes this limit, with t already the hopping of the carrier dressed by its polarization. The linear term is absorbed in the energy zero.

**What to do: the generalized Koopmans condition**

The Lany-Zunger condition compares an addition energy with the empty level, both at the same fixed nuclei:

E(1) − E(0) = ε(0) + Π + Σ, with Π + Σ = 0 required.

Here Π is the self-interaction energy after filling the frozen empty orbital, and Σ (without an index) is the energy of subsequent electronic relaxation. An occupation-dependent potential supplies the correction; in this model it is −λn_i, which vanishes for the empty state.

The condition identifies c = 0 because

E(1) − E(0) = min over ψ of { h[ψ] + c P[ψ]/2 }.

For c > 0 this exceeds the minimum of h, which is ε(0). For c < 0, inserting the empty-level orbital, with P = P_0, already gives ε(0) − |c|P_0/2, and minimization cannot raise it. Thus Π + Σ has the sign of c, and its one root is

λ* = J − W,

whatever the fixed geometry.

At the correct polaron's nuclei, the uncorrected functional has Π = JP_0/2 = 1.439 eV, hence P_0 = 0.72. The relaxation is Σ = −1.010 eV: −0.899 eV from polarization around the frozen orbital, and −0.111 eV from the orbital's change of shape and the accompanying polarization. The sum, +0.428 eV from the unrounded values, signals convexity. At λ = J, Π vanishes and Σ = −1.079 eV signals concavity. At λ = 1.5 eV the parts are +0.899 and −0.899 eV. A numerical search finds this root both at the correct nuclei and at those of the over-broad polaron, and the corrected functional recovers the binding of 0.259 eV.

At c = 0 the binding can also be read from the level. It lies 0.9785 eV below the band bottom, the distortion costs 0.7195 eV, and the difference is 0.259 eV. With c ≠ 0 the level moves with filling, so this subtraction depends on which occupation is used.

In practice:

1. Prepare a distorted geometry that localizes the empty level. A convex functional may not find one unaided.
2. At those fixed nuclei, compute E(N), E(N + 1) and the empty level at N. Adjust λ until the condition holds. In a periodic cell, first correct the energies and the level for finite size. A localized added charge interacts with its images and the neutralizing background, which bends E(N) by itself: for a simple cubic cell of side L the term is about −2.84 e²/(8πε₀ε∞L), or −0.34 eV for L = 12 Å and ε∞ = 5. Left uncorrected, it is absorbed into λ.
3. Relax the polaron with this λ, and repeat the test at the new geometry.
4. Compute the delocalized reference with the same λ, and only then take the trapping energy.

The first step matters because, for c > 0, the deviation lies between zero and cP_0/2. For a band-like orbital P_0 is of order 1/M, so at any fixed positive c the deviation vanishes as the orbital spreads over more sites, and a small deviation there says almost nothing about the polaron. A concave functional is different: it can localize the added electron by itself. On a long enough undistorted chain any c < 0 does so, and the deviation tends to −t F(|c|/t), about −c²/(48t) for weak c, instead of to zero; c = −2.5 eV gives −0.454 eV.

**When the condition is not enough**

The condition compares two endpoints. It guarantees a straight line here because the error is quadratic. Suppose a single site has the error cN²/2 + dN³/3. The endpoint condition requires c/2 + d/3 = 0, which leaves

d(N³ − N²)/3,

equal to −d/24 at N = 1/2. The ends are right and the middle is still bent. For a frozen orbital spread over several sites, the condition becomes cP_0/2 + dQ_0/3 = 0, where Q_0 is the sum of the sixth powers of the orbital amplitudes. The required c = −2dQ_0/(3P_0) now depends on the orbital's shape. A fitted λ that drifts between geometries is therefore a warning that one quadratic correction does not suffice.

The model also omits long-range Coulomb forces, quantum motion of the nuclei and differences in error between inequivalent orbitals. It establishes the direction and mechanism of the curvature error; the size in a given material must come from that material's own energies and levels. The numerical output gives the full set of values for the chain.

Numbers as computed

```
sites M = 60, t = 0.5 eV, K = 8.0 eV/A^2, g = 4.0 eV/A
S = 2.000 eV, J = 4.0 eV, W = 2.5 eV
c[eV] S-c[eV] binding[eV] central n  x0[A]  width 1/P[sites]
  2.5  -0.50   -0.00417    0.0167   0.0083   60.000
  1.5   0.50    0.01050    0.1273   0.0636   11.820
  0.5   1.50    0.10881    0.6096   0.3048    2.354
  0.0   2.00    0.25908    0.8418   0.4209    1.390
 -1.0   3.00    0.66912    0.9392   0.4696    1.132
 -2.5   4.50    1.36181    0.9743   0.4872    1.053
adiabatic binding by diagonalization = 0.25908 eV
  level below band bottom = 0.97854 eV
  elastic energy = 0.71947 eV
c = 0.5 eV: d(binding)/dc = -0.21241, -P/2 = -0.21241
S-c = 0.8 eV: binding 0.027208, broad limit 0.026667 eV
S-c = 0.4 eV: binding 0.006699, broad limit 0.006667 eV
S-c = 10.0 eV: binding 4.05006, small limit 4.05000 eV
fixed nuclei, electronic energies in eV:
c     eps(0)   E(1)-E(0)  eps(1)   2E(1/2)  two wells
 1.5  -1.97854  -1.55011  -1.22717  -1.73666  -1.73666
 0.0  -1.97854  -1.97854  -1.97854  -1.97854  -1.97854
-2.5  -1.97854  -3.05730  -4.23177  -2.48579  -3.05730
lam[eV]  Pi[eV]  Sigma[eV]  Pi+Sigma[eV]  orbital part of Sigma[eV]
 0.00   1.43893  -1.01050    0.42843   -0.11117
 1.50   0.89933  -0.89933    0.00000    0.00000
 4.00   0.00000  -1.07876   -1.07876   -0.17943
lam* at nuclei of correct polaron = 1.5000 eV
lam* at nuclei of broad polaron = 1.5000 eV
binding after Koopmans correction = 0.25908 eV
g = 0, c = -2.5 eV: false binding = 0.45437 eV
  central density = 0.9083
  correct binding at g = 0: 0.00000 eV
```
